Löwdin orthonormalization: the closest semi-unitary matrix and a smooth gauge

Let A be a complex J×N matrix with J ≥ N and linearly independent columns. The matrix

U = A (A†A)^(−1/2)

satisfies U†U = 1, and among all J×N matrices V with V†V = 1 it is the unique one that minimizes the Frobenius distance ‖A − V‖, where ‖X‖² = Tr X†X. When A holds the overlaps between J Bloch states and N trial orbitals, the orbitals built with U are smooth functions of the wavevector k wherever A keeps full column rank, provided that the space spanned by the J Bloch states and the trial orbitals are themselves smooth in k. This proviso cannot be dropped: full rank alone does not make the gauge smooth, and the matrix U(k) can jump even where the orbitals are smooth.

Start with the matrix statement. Define S = A†A. For any nonzero column x, x†Sx = ‖Ax‖² > 0 because the columns of A are independent, so S is positive definite. It has a positive definite square root H = S^(1/2), whose eigenvalues are the singular values σ_i of A, and an inverse square root. Then

U†U = S^(−1/2) S S^(−1/2) = 1,  A = UH,  U†A = S^(−1/2) S = H.

For any V with V†V = 1, expanding the square gives

‖A − V‖² = Tr S + N − Tr(V†A) − Tr(A†V).

Insert A = UH in the last two terms. For V = U each of them equals Tr H, so

‖A − U‖² = Tr S + N − 2 Tr H,

‖A − V‖² − ‖A − U‖² = 2 Tr H − Tr(V†UH) − Tr(HU†V).

Now put D = V − U. Since V and U are both semi-unitary, D†D = 2·1 − V†U − U†V. Multiplying by H, taking the trace and moving factors cyclically gives

Tr(DHD†) = 2 Tr H − Tr(V†UH) − Tr(HU†V).

The two right-hand sides agree, and therefore

‖A − V‖² = ‖A − U‖² + Tr[(V − U) H (V − U)†].

No eigenvalue of H is below the smallest singular value σ_min, so the last term is at least σ_min ‖V − U‖². It is positive unless V = U, which proves minimality and uniqueness together. The minimum itself is

‖A − U‖² = Σ_i (σ_i² + 1 − 2σ_i) = Σ_i (σ_i − 1)².

With the singular value decomposition A = LΣR†, one has S = RΣ²R† and U = LΣR† RΣ^(−1)R† = LR†. Löwdin's procedure replaces each singular value by one and leaves the singular vectors alone. If the columns of A are already orthonormal, then S = 1 and U = A. If S = 1 + Δ with small Δ, then U ≈ A(1 − Δ/2) to first order, so each overlap is corrected half on one column and half on the other.

In the band problem, Ψ(k) is a matrix whose J columns are orthonormal Bloch eigenvectors, written in a basis that does not depend on k. The columns of g are the N trial orbitals in the same basis; they need not be orthogonal. Then A = Ψ†g, the projector on the band space is P = ΨΨ†, and the orthonormalized orbitals are the columns of W = ΨU. The projected trial orbitals are Φ = Pg = ΨA. For any semi-unitary V,

g − ΨV = (1 − P)g + Ψ(A − V).

The two parts lie in orthogonal spaces, and Ψ preserves norms, so

‖g − ΨV‖² = ‖(1 − P)g‖² + ‖A − V‖².

The first term does not depend on V. Hence W is the orthonormal set inside the band space that lies closest to the trial orbitals themselves. For J > N it also selects an N-dimensional subspace of the J bands, which is the projection form of disentanglement.

The eigenvectors in Ψ are fixed only up to phases, and up to unitary mixing at a degeneracy. Replace Ψ by ΨG with G any J×J unitary matrix. Then A becomes G†A, S is unchanged, U becomes G†U, and W = ΨGG†U is unchanged. The matrix U thus carries all the arbitrariness of the eigenvectors, while W carries none of it. This is explicit in the form

W = Φ S^(−1/2),  Φ = Pg,  S = g†Pg,

which contains P and g alone. Smoothness has to be proved for these two ingredients and for the inverse square root.

The projector is smooth if the Bloch Hamiltonian h(k) is smooth and a gap separates the J levels from all others. Near a given k one can then draw a fixed closed contour around these J levels and write

P(k) = (1/2πi) ∮ dz [z − h(k)]^(−1).

The inverse exists everywhere on the contour and can be differentiated in k as often as h can. Crossings among the J levels happen inside the contour and do no harm.

For the inverse square root, take first a positive number s. With t = tan θ,

∫₀^{π/2} dθ / (sin²θ + s cos²θ) = ∫₀^∞ dt / (t² + s) = π/(2√s).

Applying this to each eigenvalue of S gives

S^(−1/2) = (2/π) ∫₀^{π/2} dθ R(θ),  R(θ) = (sin²θ + S cos²θ)^(−1).

The eigenvalues of R are at most 1/min(1, s_min), where s_min = σ_min² is the lowest eigenvalue of S. Differentiating R R^(−1) = 1 with respect to k gives

R′ = −cos²θ R S′ R,

and each further derivative produces a finite sum of products of R with derivatives of S. If A has full rank at one k, s_min stays above a positive constant in a neighbourhood, because eigenvalues are continuous. All these products are then bounded over a finite interval of θ, so the derivatives may be taken under the integral. Therefore S^(−1/2), and with it W, has as many continuous derivatives as P and g have.

The size of the derivative shows what happens as the rank is about to fail. Differentiate Φ = WH, and define Ω = W†W′. From W†W = 1 it follows that Ω† = −Ω. Then

W†Φ′ = ΩH + H′,  Φ′†W = −HΩ + H′.

Subtracting removes H′:

ΩH + HΩ = E − E†,  E = W†Φ′.

In the eigenbasis of H this reads Ω_ij = (E − E†)_ij/(σ_i + σ_j). Each denominator is at least 2σ_min and ‖E − E†‖ ≤ 2‖E‖, so ‖Ω‖ ≤ ‖E‖/σ_min. The part of W′ outside the span of W follows from Φ′ = W′H + WH′ on multiplying by 1 − WW†, which annihilates W:

(1 − WW†)W′ = (1 − WW†)Φ′ H^(−1).

Its norm is at most ‖(1 − WW†)Φ′‖/σ_min. The two parts are orthogonal, so their squares add, and the same holds for the two parts of Φ′. Hence

‖W′‖ ≤ ‖Φ′‖/σ_min.

The same argument applies to any smooth family A with factor U, and there the constant cannot be improved. Let Av = σ_min u with unit vectors u and v, and take dA = iε uv†. Since Uv = u, U†dA = iε vv†, and the equation for Ω gives dU = (iε/σ_min) uv†. The ratio ‖dU‖/‖dA‖ is 1/σ_min. A small singular value therefore permits a rapidly turning gauge, though it does not enforce one.

A chain with four orthonormal orbitals per cell shows these statements at work. The lattice constant is the unit of length, and energies are in units of a hopping t. The nonzero elements of h(k) on and above the diagonal are

h₁₁ = −2 cos k,  h₂₂ = 2 + cos k,  h₄₄ = 6,

h₁₂ = (1 + e^(−ik))/2,  h₁₄ = 1,  h₂₄ = e^(−ik).

Orbital 3 has zero energy and is taken to have a different symmetry from the others, so it is uncoupled and forms a flat band. The three lowest bands are kept, J = 3, and the N = 2 trial orbitals are g₁ = (orbital 1 + orbital 4)/√2 and g₂ = (orbital 1 + orbital 3)/√2. At k = 1,

S₁₁ = 0.4057,  S₂₂ = 0.9907,  S₁₂ = 0.4269 − 0.0142i.

The trace is 1.3964 and the determinant is 0.4057·0.9907 − |S₁₂|² = 0.2195. The eigenvalues of S are then 1.2159 and 0.1805, and the singular values of A are their roots, 1.1027 and 0.4249. For a 2×2 matrix the inverse root can be written in closed form. Let p = σ₁ + σ₂ = 1.5276 and q = σ₁σ₂ = 0.4685 be the trace and determinant of H. The characteristic equation H² − pH + q = 0 gives H = (S + q)/p, and inverting this 2×2 matrix, whose determinant is q, gives

(S^(−1/2))₁₁ = (S₂₂ + q)/(pq) = 1.4592/0.7157 = 2.039,

(S^(−1/2))₂₂ = (S₁₁ + q)/(pq) = 1.222,

(S^(−1/2))₁₂ = −S₁₂/(pq) = −0.597 + 0.020i.

The squared distance from A to U is

(1.1027 − 1)² + (0.4249 − 1)² = 0.0105 + 0.3308 = 0.3413.

A numerical minimization over semi-unitary matrices that makes no use of the formula reaches the same value, and its minimizer differs from U by about 10⁻⁵ in norm. Gram–Schmidt orthonormalization, starting from the first column, gives 0.6514. Most of the distance comes from the small singular value: for one unit coefficient vector c, ‖Pgc‖² = σ_min² = 0.18. Not all of this is due to the projection: g₁†g₂ = 1/2, so g†g has eigenvalues 3/2 and 1/2, and σ_min² could not exceed 1/2 even for P = 1. The part of g outside the band space contributes ‖(1 − P)g‖² = 0.6036, and the sum 0.6036 + 0.3413 = 0.9449 is the squared distance from g to W.

At the same point ‖Φ′‖ = 0.209, so the bound on ‖W′‖ is 0.2088/0.4249 = 0.491. The actual value is 0.415, about 84% of the bound. The derivative formula was tested against finite differences at four values of k, one of them the band crossing described next.

The flat band crosses the lowest of the other bands at k = 1.843. Eigenvectors ordered by energy exchange their character there. Over an interval of 2×10⁻⁴ in k, the moduli of the elements of A change by 0.67 in norm and those of U by 0.62. Since moduli ignore the phases of the eigenvectors, these jumps come from the exchange of rows. Over the same interval W changes by 8×10⁻⁵, as a smooth function with a slope of about 0.4 should.

Smoothness of P is a separate condition from full rank, as an energy window shows. Suppose that at each k one keeps the bands below 2.5 t. The third band passes this energy at k = 0.947, and the number of bands in the window changes from two to three. On the two sides σ_min is 0.388 and 0.426, so A has full rank on both, yet W jumps by 0.463 in norm. The projector has jumped by the band that enters, and Φ = Pg jumps with it by the component of g along that band; this component is not zero, since σ_min changes. The columns of W span the same space as those of Φ, so W has a part along the new band on one side that it lacks on the other. A band orthogonal to g would enter without changing W.

With the three lowest bands kept at all k, the bottom of the fourth band lies 3.57 t above the top of the third, so the gap at each k is at least this large, and the smallest σ_min is 0.376, both on a grid of 128 points. The Hamiltonian is analytic and periodic in k, and g is constant. The contour and θ integrals above remain valid for k with a small imaginary part, because the matrices inverted there stay invertible under a small change. So W(k) is analytic in a strip |Im k| ≤ κ for some κ > 0. Its Fourier coefficients are the Wannier functions, and shifting the integration path by ±iκ, where periodicity cancels the two end pieces, bounds them by a constant times e^(−κ|n|) at distance n cells. The computed norms, taking the larger of cells +n and −n, are 0.374 at one cell, 6.5×10⁻⁵ at five and 2.8×10⁻⁹ at ten. Between five and ten cells the mean decay rate is ln(6.5×10⁻⁵/2.8×10⁻⁹)/5 ≈ 2.0 per cell.

When σ_min reaches zero, both parts of the result can fail. Take N = 2 and A = σ₁u₁v₁†, with a second pair u₂, v₂ completing the singular vectors. Every matrix

V = u₁v₁† + e^(iφ) u₂v₂†

is semi-unitary, and ‖A − V‖² = (σ₁ − 1)² + 1 for every φ. No semi-unitary V does better: Tr(V†A) = σ₁ v₁†V†u₁ has modulus at most σ₁ because Vv₁ is a unit vector, so ‖A − V‖² = σ₁² + 2 − 2 Re Tr(V†A) ≥ (σ₁ − 1)² + 1. The closest matrix is therefore no longer unique. Smoothness may or may not survive. For J = N = 1, A = k gives U = k/|k|, which jumps at k = 0, whereas A = k² gives U = 1 on both sides, and the gap at k = 0 can be filled. When P and g are smooth, full rank is thus sufficient for smoothness but not necessary.

In two dimensions topology can force the loss of rank. Consider one band with W(k) smooth and periodic over the whole zone. The Berry connection B = iW†∇W is then also smooth and periodic, and by Stokes' theorem the integral of its curl over the zone equals a line integral around the boundary, where opposite edges cancel. The Chern number, this integral divided by 2π, is zero. Consequently, if an isolated band has a nonzero Chern number, every smooth periodic trial orbital must have S = 0 at some k.

The two-band model h = d·τ, with τ the Pauli matrices and

d = (sin k_x, sin k_y, m + cos k_x + cos k_y),

makes this visible. With n = d/|d|, the lower band has P = (1 − n·τ)/2. For the trial orbital (1, 0),

S = (1 − n_z)/2,  W = (√S, −(n_x + i n_y)/(2√S)).

For m = −3, d_z is negative throughout the zone, so S > 1/2 and the gauge is smooth; the smallest value on a 24×24 grid is 0.923, and the computed Chern number is zero. For m = −1, S vanishes where n_z = 1. This needs sin k_x = sin k_y = 0 and d_z > 0, which holds at k = 0 alone. Near that point n_z ≈ 1 − |k|²/2, hence S ≈ |k|²/4 and

W ≈ (|k|/2, −(k_x + i k_y)/|k|).

The phase of the second component winds once around k = 0, and W has no limit there. From k_x = −0.001 to 0.001 at k_y = 0 it changes by 2.000 in norm, against 0.001 for m = −3. The winding also accounts for the Chern number. On a small counterclockwise circle the line integral of B tends to i·i·2π = −2π. The circle bounds the rest of the zone in the clockwise sense, so the flux through that rest tends to +2π, while the flux through the shrinking disc tends to zero. The Chern number is 1 in this sign convention, and the numerical output gives the same magnitude from a sum over plaquettes of the grid.

Computed values

```
chain: k of worked point: 1.000000 [1/a]
band energies at this k: -1.417267 -0.000000 2.469694 6.407270 [t]
S11, S22: 0.405736 0.990670 [dimensionless]
S12 (real, imag): 0.426907 -0.014206 [dimensionless]
S^(-1/2) 11, 22: 2.038897 1.221573 [dimensionless]
S^(-1/2) 12 (real, imag): -0.596514 0.019850 [dimensionless]
singular values of A: 1.102669 0.424885 [dimensionless]
squared distance |A-U|^2: 0.341299 [dimensionless]
blind minimum of |A-V|^2: 0.341299 [dimensionless]
|V_blind - U|: 1.3e-05 [dimensionless]
Gram-Schmidt squared distance: 0.651418 [dimensionless]
|(1-P)g|^2: 0.603594 [dimensionless]
|g-W|^2: 0.944893 [dimensionless]
integral form minus S^(-1/2), norm: 3.1e-15 [dimensionless]
|Phi'| at worked point: 0.208787 [a]
|W'| at worked point: 0.415040 [a]
bound |Phi'|/sigma_min: 0.491396 [a]
largest error of W' against finite differences: 9.4e-10 [a]
1/sigma_min: 2.353580 [dimensionless]
|dU|/|dA| for the extremal change: 2.353580 [dimensionless]
k of crossing inside the group: 1.843077 [1/a]
k distance across crossing: 2.0e-04 [1/a]
change of moduli of A across crossing: 0.674879 [dimensionless]
change of moduli of U across crossing: 0.619806 [dimensionless]
change of W across crossing: 7.955e-05 [dimensionless]
window top: 2.500000 [t]
k where band 3 crosses the window top: 0.947181 [1/a]
bands in window left, right: 2 3 [dimensionless]
sigma_min left, right: 0.387882 0.425865 [dimensionless]
jump of W at window edge: 0.462687 [dimensionless]
gap between bands 3 and 4 over the zone: 3.568879 [t]
smallest sigma_min on the k grid: 0.375849 [dimensionless]
number of k points: 128 [dimensionless]
Wannier weight norm at distance 0 cells: 1.363e+00 [dimensionless]
Wannier weight norm at distance 1 cells: 3.743e-01 [dimensionless]
Wannier weight norm at distance 5 cells: 6.496e-05 [dimensionless]
Wannier weight norm at distance 10 cells: 2.826e-09 [dimensionless]
m=-3: |Chern number|: 0.000 [dimensionless]
m=-3: smallest S on 24x24 grid: 0.922931 [dimensionless]
m=-3: gauge change from kx=-0.001 to 0.001: 1.000e-03 [dimensionless]
m=-1: |Chern number|: 1.000 [dimensionless]
m=-1: smallest S on 24x24 grid: 0.0e+00 [dimensionless]
m=-1: |phase winding| around k=0: 1.000 [dimensionless]
m=-1: gauge change from kx=-0.001 to 0.001: 2.000000 [dimensionless]
```
